# Spin Change in a Double Landau-Zener Passage

## 1. Definitions and conventions

A molecule has two electronic states of different spin. Their energies along one nuclear coordinate $x$ are the spin-pure, or diabatic, curves $E_1(x)$ and $E_2(x)$, which cross at $x=0$. State 1 is the original spin. Near the crossing the curves are straight lines with slopes $F_1$ and $F_2$, and a constant coupling $V$ joins the states. In a light molecule or a 3d-metal complex, $V$ is usually the spin-orbit coupling.

The nuclei move classically, with reduced mass $\mu$ and speed $v$ at the crossing. The system arrives on curve 1 moving towards positive $x$, which I call inward. Curve 1 rises inward, so a system that stays on it turns round and crosses $x=0$ again, moving outward. These two crossings are the double passage.

$P$ is the probability that the spin is **kept** in one pass. It is the probability of staying on a diabatic curve, not on one of the adiabatic curves obtained by diagonalizing the energy matrix. The results to be derived are

$$P=\exp\!\left[-\frac{2\pi V^2}{\hbar v\,|F_1-F_2|}\right],\qquad W=1-P^2 ,$$

where $W$ is the probability that the spin changes at least once in the double passage.

This wording matters. $W$ is also the probability that the spin is different at the end only if a system that changed on the first pass does not come back through the crossing. It is the permanent yield only if those that changed on the second pass do not come back either. Neglecting interference is not enough to give $1-P^2$; Section 5 shows what replaces it when systems return.

## 2. The amplitudes in a single pass

Set $x=vt$. The energy difference is then $E_2-E_1=(F_2-F_1)vt$. The energy $E_1(t)$ common to both states multiplies both amplitudes by the same phase, so it can be removed. Take $F_2>F_1$ first, put $\alpha=v|F_1-F_2|$, and use $\hbar=1$ for the moment. With $V$ made real by a choice of phase, the Schrödinger equation reads

$$i\dot c_1=Vc_2,\qquad i\dot c_2=\alpha t\,c_2+Vc_1 .$$

If $F_2<F_1$, the sign of $\alpha t$ is reversed. Complex conjugation of the equations, together with the replacement $(c_1,c_2)\to(c_1^*,-c_2^*)$, restores the form above. Probabilities are unaffected, so only $|F_1-F_2|$ matters.

Because time enters linearly, a Fourier integral turns the problem into a first-order equation. Write

$$c_2(t)=\int_C g(\omega)e^{-i\omega t}d\omega .$$

The first amplitude equation requires the integrand of $c_1$ to be $Vg/\omega$. In the second we need $t\,e^{-i\omega t}=i\,\partial_\omega e^{-i\omega t}$. Integration by parts, with no contribution from the ends of $C$, gives

$$\alpha t\,c_2=i\alpha\int_C g\,\partial_\omega e^{-i\omega t}d\omega=-i\alpha\int_C g'\,e^{-i\omega t}d\omega .$$

The second equation therefore holds if

$$\omega g=-i\alpha g'+\frac{V^2}{\omega}g .$$

Solving for $g'$, and using $1/(-i)=i$,

$$\frac{g'}{g}=\frac{i}{\alpha}\left(\omega-\frac{V^2}{\omega}\right),\qquad g=e^{i\omega^2/2\alpha}\,\omega^{-i\nu},\qquad \nu=\frac{V^2}{\alpha}.$$

The path $C$ runs from lower left to upper right, parallel to $e^{i\pi/4}$ at its ends. There $i\omega^2\simeq-s^2$, where $s$ is the distance along the path, so the integrand decays and the end terms do vanish. The path passes above $\omega=0$. The branch cut of $\omega^{-i\nu}$ lies on the negative imaginary axis, so that $\arg\omega=0$ for positive $\omega$ and $\arg\omega=\pi$ for negative $\omega$.

## 3. The keeping probability

Completing the square in the exponent gives

$$-i\omega t+\frac{i\omega^2}{2\alpha}=\frac{i}{2\alpha}(\omega-\alpha t)^2-\frac{i\alpha t^2}{2}.$$

On the line $\omega=\alpha t+s\,e^{i\pi/4}$ the first term is $-s^2/2\alpha$. The integrand is a Gaussian of width about $\sqrt\alpha$ centred on $\omega=\alpha t$.

*Early times, $t\to-\infty$.* The centre lies on the negative real axis. The line crosses the imaginary axis at height $+\alpha|t|$, above the branch point, so $C$ may be moved onto it without touching the cut. The factor $\omega^{-i\nu}$ varies little over the Gaussian and can be taken at its centre. Since

$$|\omega^{-i\nu}|=\left|e^{-i\nu(\ln|\omega|+i\arg\omega)}\right|=e^{\nu\arg\omega},$$

we have $|c_2|^2\to 2\pi\alpha\,e^{2\pi\nu}$. The integrand of $c_1$ has the extra factor $V/\omega\simeq V/\alpha t$, so $c_1\to0$. This solution starts entirely in state 2.

*Late times, $t\to+\infty$.* The centre lies on the positive real axis, where $\arg\omega=0$, and it contributes $|c_2|^2\to2\pi\alpha$. The line now passes below the branch point, so a loop around the cut must be added. On the cut $\omega=-i\eta$ and $e^{-i\omega t}=e^{-\eta t}$, so only $\eta\lesssim1/t$ counts, and the loop adds a term of order $1/t$ to $c_2$, which vanishes. In $c_1$ the additional $1/\omega$ makes the loop term finite. It is the population transferred to state 1.

The ratio of late to early population is

$$P=\frac{2\pi\alpha}{2\pi\alpha\,e^{2\pi\nu}}=e^{-2\pi\nu}.$$

To restore $\hbar$, divide both energies in the Schrödinger equation by it: $V\to V/\hbar$ and $\alpha\to\alpha/\hbar$. Then $\nu=V^2/(\hbar\alpha)$, which is the formula of Section 1.

The calculation started in state 2, whereas our system starts in state 1. Let $U$ be the $2\times2$ unitary matrix of the pass. Its first column gives $|U_{11}|^2+|U_{21}|^2=1$, and its second row gives $|U_{21}|^2+|U_{22}|^2=1$. Hence $|U_{11}|^2=|U_{22}|^2=P$.

The contour solution was tested for $V=0.4$ and $\alpha=1$ by propagating its value at $t=-3$ directly to $t=3$. The result agrees with the contour integral there to $2\times10^{-8}$ of the larger amplitude.

## 4. The double passage

Energy is conserved while the system climbs curve 1 and returns. At $x=0$ the potential energy is the same as before, so the speed is again $v$ and the second pass has the same $P$. The possibilities are as follows.

- The spin changes on the first pass, with probability $1-P$.
- It is kept on the first pass and changes on the second, with probability $P(1-P)$.
- It is kept on both, with probability $P^2$.

The first two are exclusive, and their sum is

$$W=(1-P)+P(1-P)=(1-P)(1+P)=1-P^2 .$$

Suppose now that changed systems leave for good. Those changed on the first pass depart inward on curve 2, and those changed on the second depart outward. These are different final states, so their amplitudes do not interfere. The original spin survives along a single path, keep and keep, whose amplitude has modulus $\sqrt P\sqrt P=P$. Its probability is $P^2$ even in a treatment that retains phases. Within this semiclassical picture, interference cannot alter $1-P^2$ when nothing returns.

This was tested by solving the coupled stationary Schrödinger equation with $\hbar=\mu=1$, $v=30$, a slope of 100 for curve 1, and a flat curve 2 open on both sides. For $P=0.7788$ the flux of changed systems was 0.2212 inward and 0.1722 outward, against 0.2212 and 0.1723 from the formulas. For stronger coupling, $P=0.4066$, the total change was 0.8346 against 0.8347.

## 5. When changed systems return

**Both branches turn back.** Let curve 2 also rise inward, so that both branches meet again at the crossing and then leave outward. A changed spin at the end requires exactly one change: keep then change, or change then keep. Each path has probability $P(1-P)$. With phases retained, each amplitude has modulus $\sqrt{P(1-P)}$, and if $\phi$ is their relative phase,

$$W_{\rm return}=P(1-P)\,|1+e^{i\phi}|^2=2P(1-P)(1+\cos\phi).$$

This varies between 0 and $4P(1-P)$. Ignoring interference means averaging over $\phi$, which leaves $2P(1-P)$, not $1-P^2$. The difference is

$$1-P^2-2P(1-P)=(1-P)^2,$$

the probability of two changes, which restore the original spin.

**Second-pass changers are reflected.** Let curve 2 fall inward and rise outward. Systems changed on the first pass escape inward. Those changed on the second move outward, are reflected by curve 2, and cross again. The two curves have equal energy at $x=0$, so the speed, and hence $P$, is the same at each crossing.

Let $u$ be the probability of finally escaping on curve 2 for a system about to cross outward on curve 1. It must first change, with probability $1-P$, and then it returns inward on curve 2. There it either stays on curve 2 and escapes, with probability $P$, or changes back, climbs curve 1, and returns to the situation described by $u$. So

$$u=(1-P)\,[P+(1-P)u].$$

Collecting $u$, and using $1-(1-P)^2=P(2-P)$,

$$u=\frac{P(1-P)}{P(2-P)}=\frac{1-P}{2-P}.$$

The total yield adds the first-pass changers:

$$W_{\rm later}=(1-P)+Pu=(1-P)\,\frac{(2-P)+P}{2-P}=\frac{2(1-P)}{2-P}.$$

A phase average gives the same result. The amplitude to leave with the original spin after $n$ extra loops has modulus $P(1-P)^n$ and phase $n\phi$, apart from a common phase. Averaging over $\phi$ removes the cross terms, and

$$\sum_{n=0}^{\infty}P^2(1-P)^{2n}=\frac{P^2}{P(2-P)}=\frac{P}{2-P}=1-W_{\rm later}.$$

The wave calculation of Section 4 was repeated with a wall on curve 2, placed at thirteen positions that span one interference period. For $P=0.7788$ the mean change was 0.346 with the wall on the inner side, against $2P(1-P)=0.345$, and 0.361 with the wall on the outer side, against $W_{\rm later}=0.362$.

## 6. Limits

Let $p=1-P$ be the chance of a change in one pass. In terms of $p$,

$$1-P^2=2p-p^2,\qquad 2P(1-P)=2p-2p^2,\qquad \frac{2(1-P)}{2-P}=\frac{2p}{1+p}=2p-2p^2+\dots$$

*Weak coupling or fast passage.* Here $p\simeq2\pi V^2/(\hbar v|F_1-F_2|)$ is small, and all three results reduce to $2p$. Each pass contributes one small chance, and after averaging over the phase, what happens to changed systems later is a correction of order $p^2$. Without that average, interference matters already at first order whenever changed systems return. If both branches turn back, $W_{\rm return}\simeq2p(1+\cos\phi)$. If only second-pass changers are reflected, the loop amplitudes of Section 5 add up to a change of about $2p(1-\cos\phi)$, where $\phi$ is now the loop phase. Either result lies anywhere between 0 and $4p$.

*Strong coupling or slow passage.* Here $P\to0$. The spin changes at nearly every pass, so $1-P^2$ and $W_{\rm later}$ tend to 1, while $W_{\rm return}$ tends to 0 because the second pass undoes the first. In this limit the fate of the changed branch decides the answer.

The formulas also need separate passes. The amplitude equations contain the time $\sqrt{\hbar/\alpha}$, during which the system travels

$$\ell=v\sqrt{\frac{\hbar}{v|F_1-F_2|}}=\sqrt{\frac{\hbar v}{|F_1-F_2|}} .$$

For strong coupling the zone is instead set by the distance $V/|F_1-F_2|$ at which the energy difference equals $V$. The turning points must lie well outside the larger of the two. A turning point on a line of slope $F$ lies at $E/|F|$, where $E$ is the kinetic energy at the crossing. It shrinks in proportion to $E$, whereas $\ell$ shrinks only as $E^{1/4}$. The picture of two distinct passes therefore fails near $E=0$, and below the crossing energy the classical formula gives no change at all.

## 7. A triplet has three sublevels

For a triplet turning into a singlet $|S\rangle$, each sublevel $|m\rangle$ has its own coupling $V_m$. If the sublevels are degenerate, define

$$|b\rangle=\frac1V\sum_m V_m|m\rangle,\qquad V^2=\sum_m|V_m|^2 .$$

The whole coupling is then $V\left(|b\rangle\langle S|+|S\rangle\langle b|\right)$. The two triplet combinations orthogonal to $|b\rangle$ do not couple. An unpolarized triplet has one third of its population in $|b\rangle$, so it changes spin with probability $(1-P)/3$ in one pass. In two passes the probability is $(1-P^2)/3$, provided that the same combination couples both times and the sublevels do not mix in between.

A direct four-level sweep with couplings 0.10, $0.20i$ and 0.15, unit sweep rate and times from $-200$ to 200 gave a mean change of 0.1225, against $(1-P)/3=0.1220$. A finite sweep leaves a small residual of this kind.

## 8. Example: carbon monoxide and a cobalt fragment

The cobalt precursor CpCo(CO)$_2$, where Cp is cyclopentadienyl, is a singlet. Loss of one CO leaves CpCo(CO), whose ground state is a triplet. Recombination with CO therefore requires a change of spin. Take $x$ as the inward displacement of CO, curve 1 as the triplet and curve 2 as the singlet, which leads down to the bound precursor.

The reduced mass is 23.65 u. The other inputs are rough model values: $V=15$ meV, slopes of $+3$ and $-7$ eV/nm, and a crossing 0.06 eV above the separated triplet. Let the kinetic energy at the crossing be $E=0.10$ eV. Then

$$v=\sqrt{2E/\mu}=903\ \mathrm{m/s}=9.03\times10^{11}\ \mathrm{nm/s}.$$

With $|F_1-F_2|=10$ eV/nm and $\hbar=6.58\times10^{-16}$ eV s,

$$\frac{2\pi V^2}{\hbar v|F_1-F_2|}=\frac{2\pi(0.015)^2}{(6.58\times10^{-16})(9.03\times10^{11})(10)}=0.238,\qquad P=e^{-0.238}=0.79 .$$

The first pass changes the spin with probability 0.21 and the second with $0.79\times0.21=0.17$. Together, $W=1-0.62=0.38$, or 38 %.

**Later crossings.** In this model the singlet curve rises outward, so second-pass changers are reflected. The result 0.38 is the chance of a change within two passes, not the final yield. The phase-averaged yield is $W_{\rm later}=0.35$, about 8 % lower relative to $1-P^2$. At one sharp energy the yield depends on the loop phase: before averaging, the sum over loops in Section 5 allows any value from 0 to $1-P^2/(2-P)^2=0.58$. This assumes that a system entering the singlet well loses energy there and does not return.

**Interference.** A force $F$ needs a time $2\mu v/|F|$ to reverse the momentum $\mu v$. One loop, with one reflection on each curve, takes $T=2\mu v(1/|F_1|+1/|F_2|)$, and the loop phase changes by $2\pi$ when the energy changes by $h/T=0.020$ eV. The wave solution for the same curves, averaged over one such period around 0.10 eV, gives 0.353, close to $W_{\rm later}$. The agreement is good although the passes are not widely separated: $\ell=0.0077$ nm, while the turning points lie at 0.033 nm on the triplet and 0.014 nm on the singlet.

**Thermal average at 450 K.** The number of systems arriving per unit time is proportional to $v\,e^{-E/kT}\,d(\mu v)=e^{-E/kT}dE$. Averages over arrivals above the crossing therefore carry the weight $e^{-E/kT}/kT$, with $kT=0.039$ eV. The average of $1-P^2$ is 0.62, well above 0.38, because slower systems have smaller $P$. The later-crossing formula gives 0.57. Both averages are rough, because they use the formulas outside their range: below about 0.044 eV the singlet turning point lies within $\ell$ of the crossing, and about two thirds of the classical arrivals above the crossing have less energy than that.

The wave solution with the same weight gives 0.85. Of this, 0.59 comes from energies above the crossing and 0.26 from energies below it. The total is not a probability: it is a factor relative to the classical arrivals above the crossing, and the weight exceeds $1/kT$ below it. The simple average of $1-P^2$ thus underestimates this model's thermal factor by about 27 % relative to the wave result. The missing part from below is not all tunnelling. The coupling lowers the barrier: the top of the lower mixed curve lies $2V\sqrt{|F_1F_2|}/|F_1-F_2|=13.7$ meV below the crossing, and systems above that top can pass over it. About 0.19 of the 0.26 comes from energies above this top and about 0.07 from energies below it. Halving the grid step changed the wave factor by $4\times10^{-5}$. The shape of the curves matters more: the triplet line is here cut off sharply at the separated-fragment energy, and rounding this foot or using an exponential triplet with the same slope at the crossing lowers the factor by up to about 0.01.

**The real precursor.** The spin-orbit constant of a cobalt 3d shell is roughly some tens of meV, so a molecular coupling of 15 meV is plausible, but it has not been computed here. The slopes and the 0.06 eV barrier are illustrative, and I cannot say how close they are to the real curves. Even the shape is an assumption: the model takes the triplet curve to be repulsive up to a crossing above the separated fragments. If the triplet binds CO, or the crossing lies below the fragments, there is no such barrier and the thermal factors above do not apply. A temperature of 450 K is a reasonable order for vapour deposition from such compounds, and 0.10 eV above the crossing is fairly energetic: it is about $2.6\,kT$, against a mean of $kT$ for classical arrivals above the crossing. A real triplet also breaks the assumption of a single original state. If 15 meV is the total coupling of Section 7, an unpolarized triplet changes spin within two passes with probability 0.13 instead of 0.38 at this energy. Like 0.38, this is not the final yield when second-pass changers return. Rotation and other vibrations, which spread the crossing over many geometries and speeds, are left out, so none of these numbers is a predicted recombination rate.

The remaining values are in the numerical output below.

## Computed results

```
SINGLE PASS (dimensionless test)
contour vs propagation, rel. error: 1.9e-08
P, propagated / formula: 0.6325 / 0.6341
triplet mean change, propagated: 0.1225
triplet mean change, (1-P)/3: 0.1220
DOUBLE PASS (wave test, hbar = mass = 1)
P = 0.7788; below: wave result / formula
 changed on pass 1: 0.2212 / 0.2212
 changed on pass 2: 0.1722 / 0.1723
 total, no return: 0.3934 / 0.3935
 both return, mean: 0.3461 / 0.3445
 both return, max: 0.6862 / 0.6891
 later crossings: 0.3607 / 0.3623
P = 0.4066; below: wave result / formula
 changed on pass 1: 0.5933 / 0.5934
 changed on pass 2: 0.2412 / 0.2413
 total, no return: 0.8346 / 0.8347
 both return, mean: 0.4823 / 0.4825
 both return, max: 0.9548 / 0.9651
 later crossings: 0.7430 / 0.7448
EXAMPLE: CO + triplet CpCo(CO), rough model values
reduced mass: 23.65 u
coupling: 15.0 meV
slopes triplet, singlet: 3.0, -7.0 eV/nm
crossing above separated triplet: 0.06 eV
energy above crossing: 0.10 eV
speed at crossing: 903 m/s
exponent 2 pi V^2/(hbar v dF): 0.2378
P: 0.7884   P^2: 0.6215
changed on pass 1: 0.2116
changed on pass 2: 0.1668
double passage 1-P^2: 0.3785
NEGLECTED EFFECTS, same energy
with later crossings: 0.3493
if both branches returned: 0.3337
unpolarized triplet (1-P^2)/3: 0.1262
crossing zone sqrt(hbar v/dF): 0.0077 nm
turning distance triplet: 0.0333 nm
turning distance singlet: 0.0143 nm
interference period: 0.0196 eV
wave result, mean over one period: 0.3534
THERMAL, 450 K, kT = 0.0388 eV
(weight exp(-E/kT)/kT, E from the crossing)
1-P^2 averaged: 0.6241
later-crossing law averaged: 0.5653
wave result, all energies: 0.8506
 part from below the crossing: 0.2626
 part from above the crossing: 0.5880
 shift on halving grid step: -4.2e-05
```
